# Wigner Rotation from Two Perpendicular Dirac Spinor Boosts: a program that tests the result

```python
"""Wigner rotation from two perpendicular Dirac spinor boosts.

Result under test: a boost of rapidity eta1 along x followed by a boost of
rapidity eta2 along y equals a pure boost times a rotation about z by Omega,
    tan(Omega/2) = tanh(eta1/2) tanh(eta2/2),
and Omega approaches 90 degrees when both rapidities are large.
Conventions: c = 1, metric (+,-,-,-), active transformations,
boost exp(eta alpha.n / 2), rotation exp(-i Omega Sigma_z / 2).
zeta and phi are the rapidity and azimuth of the resulting pure boost.
"""
import numpy as np
from scipy.linalg import expm, polar

pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
one2 = np.eye(2)
gamma0 = np.kron(pauli[2], one2)
alpha = [np.kron(pauli[0], s) for s in pauli]
gamma = [gamma0] + [gamma0 @ a for a in alpha]
sigma_z = np.kron(one2, pauli[2])


def spinor_boost(eta, axis):
    return expm(0.5 * eta * alpha[axis])


def vector_boost(eta, axis):
    generator = np.zeros((4, 4))
    generator[0, axis + 1] = generator[axis + 1, 0] = 1.0
    return expm(eta * generator)


def split(product):
    """Polar decomposition: product = (positive boost) (unitary rotation)."""
    rotation, boost = polar(product, side='left')
    cos_half = np.trace(rotation).real / 4
    sin_half = -np.trace(rotation @ sigma_z).imag / 4
    return boost, rotation, 2 * np.arctan2(sin_half, cos_half)


def measured_angle(eta1, eta2):
    return split(spinor_boost(eta2, 1) @ spinor_boost(eta1, 0))[2]


def formula_angle(eta1, eta2):
    return 2 * np.arctan(np.tanh(eta1 / 2) * np.tanh(eta2 / 2))


# Worked example: all quantities extracted from the matrices
beta1, beta2 = 0.6, 0.8
eta1, eta2 = np.arctanh(beta1), np.arctanh(beta2)
S = spinor_boost(eta2, 1) @ spinor_boost(eta1, 0)
L = vector_boost(eta2, 1) @ vector_boost(eta1, 0)
boost, rotation, omega = split(S)

# Spinor and vector transformations describe the same Lorentz transformation
for mu in range(4):
    right = sum(L[mu, nu] * gamma[nu] for nu in range(4))
    assert np.allclose(np.linalg.inv(S) @ gamma[mu] @ S, right, atol=1e-11)

# Coefficients of the product in the Dirac algebra
c1, s1 = np.cosh(eta1 / 2), np.sinh(eta1 / 2)
c2, s2 = np.cosh(eta2 / 2), np.sinh(eta2 / 2)
expanded = (c1 * c2 * np.eye(4) + s1 * c2 * alpha[0]
            + c1 * s2 * alpha[1] - 1j * s1 * s2 * sigma_z)
assert np.allclose(S, expanded, atol=1e-12)

# The unitary factor is a pure z rotation, and its angle obeys the formula
assert np.allclose(rotation, expm(-0.5j * omega * sigma_z), atol=1e-12)
for a, b in [(eta1, eta2), (0.3, 2.5), (1.7, 0.9), (4.0, 3.0)]:
    angle = measured_angle(a, b)
    assert abs(angle - formula_angle(a, b)) < 1e-10
    denominator = 1 + np.cosh(a) * np.cosh(b)
    assert abs(np.cos(angle) - (np.cosh(a) + np.cosh(b)) / denominator) < 1e-10
    assert abs(np.sin(angle) - np.sinh(a) * np.sinh(b) / denominator) < 1e-10

# Same angle from four-vectors
vector_rotation, _ = polar(L, side='left')
omega_vector = np.arctan2(vector_rotation[2, 1], vector_rotation[1, 1])
assert abs(omega_vector - omega) < 1e-11

# Reversed order gives the opposite angle
reverse = split(spinor_boost(eta1, 0) @ spinor_boost(eta2, 1))[2]
assert abs(reverse + omega) < 1e-12

# Resulting boost: rapidity and direction
half_boost = [np.trace(boost @ a).real / 4 for a in alpha]
zeta = 2 * np.arcsinh(np.linalg.norm(half_boost))
phi = np.arctan2(half_boost[1], half_boost[0])
momentum = L[:, 0]  # image of a particle at rest with unit mass
assert abs(half_boost[2]) < 1e-12
assert abs(np.cosh(zeta) - np.cosh(eta1) * np.cosh(eta2)) < 1e-11
assert abs(momentum[0] - np.cosh(zeta)) < 1e-11
assert abs(phi - np.arctan2(momentum[2], momentum[1])) < 1e-11
assert abs(np.tan(phi) - np.cosh(eta1) * np.sinh(eta2) / np.sinh(eta1)) < 1e-11
assert abs(np.tan(phi - omega / 2)
           - np.tanh(eta2 / 2) / np.tanh(eta1 / 2)) < 1e-11


# Canonical spinors from the positive-energy projector, unit mass
def canonical_spinor(p, chi):
    slash = p[0] * gamma[0] - sum(p[i] * gamma[i] for i in (1, 2, 3))
    rest = np.concatenate([chi, np.zeros(2)])
    return (slash + np.eye(4)) @ rest / np.sqrt(p[0] + 1)


def canonical_amplitudes(chi):
    """Spin amplitudes of the twice boosted state in the canonical basis."""
    state = S @ canonical_spinor(np.array([1.0, 0, 0, 0]), chi)
    basis = [canonical_spinor(momentum, e) for e in np.eye(2)]
    amplitudes = np.array([b.conj() @ gamma0 @ state / 2 for b in basis])
    assert np.allclose(canonical_spinor(momentum, amplitudes), state, atol=1e-11)
    return amplitudes


x_up = np.array([1, 1], complex) / np.sqrt(2)
z_up = np.array([1, 0], complex)
amp_x = canonical_amplitudes(x_up)
amp_z = canonical_amplitudes(z_up)
polarization = [(amp_x.conj() @ s @ amp_x).real for s in pauli]
spin_turn = np.arctan2(polarization[1], polarization[0])
prob_x = abs(x_up.conj() @ amp_x) ** 2
assert abs(spin_turn - omega) < 1e-11 and abs(polarization[2]) < 1e-11
assert abs(prob_x - np.cos(omega / 2) ** 2) < 1e-11
assert np.allclose(amp_z, np.exp(-0.5j * omega) * z_up, atol=1e-11)

# Limits, all measured from the matrix product
small = measured_angle(0.02, 0.03)
assert abs(small / (0.02 * 0.03 / 2) - 1) < 1e-3  # corrections are quadratic
table_eta = [1.0, 2.0, 4.0, 6.0, 8.0]
table_angle = [measured_angle(e, e) for e in table_eta]
assert np.all(np.diff(table_angle) > 0) and max(table_angle) < np.pi / 2
for a, b in [(8.0, 8.0), (7.0, 8.0)]:
    gap = np.pi / 2 - measured_angle(a, b)
    assert abs(gap / (2 * (np.exp(-a) + np.exp(-b))) - 1) < 1e-4
one_large = measured_angle(10.0, 1.0)
one_large_limit = np.arcsin(np.tanh(1.0))
assert abs(one_large - one_large_limit) < 2e-4  # remainder of order exp(-10)

deg = np.degrees
print(f"speed beta1 along x (units of c): {beta1:.1f}")
print(f"speed beta2 along y (units of c): {beta2:.1f}")
print(f"rapidity eta1 (dimensionless): {eta1:.6f}")
print(f"rapidity eta2 (dimensionless): {eta2:.6f}")
print(f"tanh(eta1/2) (dimensionless): {np.tanh(eta1 / 2):.6f}")
print(f"tanh(eta2/2) (dimensionless): {np.tanh(eta2 / 2):.6f}")
print(f"coefficient of 1 in product: {np.trace(S).real / 4:.6f}")
print(f"coefficient of alpha_x: {np.trace(S @ alpha[0]).real / 4:.6f}")
print(f"coefficient of alpha_y: {np.trace(S @ alpha[1]).real / 4:.6f}")
print(f"coefficient of -i Sigma_z: {-np.trace(S @ sigma_z).imag / 4:.6f}")
print(f"tan(Omega/2) from matrices: {np.tan(omega / 2):.6f}")
print(f"Wigner angle Omega (degrees): {deg(omega):.4f}")
print(f"Wigner angle Omega (radians): {omega:.6f}")
print(f"Omega from four-vectors (degrees): {deg(omega_vector):.4f}")
print(f"Omega for reversed order (degrees): {deg(reverse):.4f}")
print(f"resulting rapidity zeta (dimensionless): {zeta:.6f}")
print(f"boost azimuth phi from x (degrees): {deg(phi):.4f}")
print(f"energy (units of m): {momentum[0]:.6f}")
print(f"momentum p_x (units of m): {momentum[1]:.6f}")
print(f"momentum p_y (units of m): {momentum[2]:.6f}")
print(f"turn of an x spin (degrees): {deg(spin_turn):.4f}")
print(f"probability of canonical x-up: {prob_x:.6f}")
print(f"probability of canonical x-down: {1 - prob_x:.6f}")
print(f"probability z-up stays z-up: {abs(amp_z[0]) ** 2:.6f}")
for e, angle in zip(table_eta, table_angle):
    print(f"eta1 = eta2 = {e:.0f}: Omega = {deg(angle):.4f} degrees")
gap_estimate = deg(4 * np.exp(-table_eta[-1]))
print(f"gap to 90 at eta = 8, matrices (degrees): {90 - deg(table_angle[-1]):.4f}")
print(f"gap to 90 at eta = 8, estimate (degrees): {gap_estimate:.4f}")
print(f"eta1 = 10, eta2 = 1: Omega = {deg(one_large):.4f} degrees")
print(f"limit eta1 infinite, eta2 = 1: {deg(one_large_limit):.4f} degrees")
print("tests ok")
```

Output:

```
speed beta1 along x (units of c): 0.6
speed beta2 along y (units of c): 0.8
rapidity eta1 (dimensionless): 0.693147
rapidity eta2 (dimensionless): 1.098612
tanh(eta1/2) (dimensionless): 0.333333
tanh(eta2/2) (dimensionless): 0.500000
coefficient of 1 in product: 1.224745
coefficient of alpha_x: 0.408248
coefficient of alpha_y: 0.612372
coefficient of -i Sigma_z: 0.204124
tan(Omega/2) from matrices: 0.166667
Wigner angle Omega (degrees): 18.9246
Wigner angle Omega (radians): 0.330297
Omega from four-vectors (degrees): 18.9246
Omega for reversed order (degrees): -18.9246
resulting rapidity zeta (dimensionless): 1.363787
boost azimuth phi from x (degrees): 65.7723
energy (units of m): 2.083333
momentum p_x (units of m): 0.750000
momentum p_y (units of m): 1.666667
turn of an x spin (degrees): 18.9246
probability of canonical x-up: 0.972973
probability of canonical x-down: 0.027027
probability z-up stays z-up: 1.000000
eta1 = eta2 = 1: Omega = 24.1091 degrees
eta1 = eta2 = 2: Omega = 60.2297 degrees
eta1 = eta2 = 4: Omega = 85.8056 degrees
eta1 = eta2 = 6: Omega = 89.4319 degrees
eta1 = eta2 = 8: Omega = 89.9231 degrees
gap to 90 at eta = 8, matrices (degrees): 0.0769
gap to 90 at eta = 8, estimate (degrees): 0.0769
eta1 = 10, eta2 = 1: Omega = 49.6010 degrees
limit eta1 infinite, eta2 = 1: 49.6049 degrees
tests ok
```
